# Eliminating a Voltage Probe: From Coherent to Series-Resistor Transport: verification in Python

```python
"""Voltage probe (terminal 3) on a two-terminal conductor (terminals 1, 2).
Result under test: zero probe current gives I1 = (2e^2/h) T_eff (V1 - V2),
    T_eff = T21 + T23*T31/(T31 + T32),   T_ij = transmission from j to i.
Model: barriers T1, T2 (R = 1 - T), round-trip phase phi, and between them a
two-channel probe absorbing each passing wave with probability eps.
With q = 1 - eps and rho = sqrt(R1*R2) the model result under test is
    T_eff = (1-q^2 rho^2)/(1+q^2 rho^2-2 q rho cos phi) * T_av,
    1/T_av = 1/T1 + 1/T2 - 1 + eps/(2-eps).
Scattering matrices come from wave-amplitude equations, and effective
transmissions from a linear solve of the terminal current equations.
"""
import numpy as np
from scipy.constants import e, h
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import unitary_group

G0 = 2 * e**2 / h
COMMON = [[0], [1], [2, 3]]        # both probe channels share one reservoir
SEPARATE = [[0], [1], [2], [3]]    # one reservoir per direction of motion


def probabilities(S, groups):
    P = abs(S)**2
    return np.array([[P[np.ix_(a, b)].sum() for b in groups] for a in groups])


def solve_terminals(T):
    """V1 = 1, V2 = 0, all other terminals carry no current."""
    K = np.diag(T.sum(axis=0)) - T
    V = np.zeros(len(T))
    V[0] = 1.0
    V[2:] = np.linalg.solve(K[2:, 2:], -K[2:, 0])
    return V, K @ V                # currents in units of G0 * (V1 - V2)


def probe_formula(T):
    return T[1, 0] + T[1, 2] * T[2, 0] / (T[2, 0] + T[2, 1])


def network(T1, T2, eps, phi):
    """4x4 S-matrix: lead 1, lead 2, right-mover and left-mover probe channels."""
    r1, r2 = np.sqrt(1 - T1), np.sqrt(1 - T2)
    t1, t2 = 1j * np.sqrt(T1), 1j * np.sqrt(T2)
    a, b, p = np.sqrt(1 - eps), np.sqrt(eps), np.exp(1j * phi / 4)
    # inner waves: right-moving after barrier 1, right-moving at barrier 2,
    # left-moving after barrier 2, left-moving at barrier 1
    M = np.array([[1, 0, 0, -r1], [-a * p * p, 1, 0, 0],
                  [0, -r2, 1, 0], [0, 0, -a * p * p, 1]], complex)
    source = np.array([[t1, 0, 0, 0], [0, 0, b * p, 0],
                       [0, t2, 0, 0], [0, 0, 0, b * p]], complex)
    inner = np.linalg.solve(M, source)
    out = np.array([[0, 0, 0, t1], [0, t2, 0, 0],
                    [-b * p, 0, 0, 0], [0, 0, -b * p, 0]], complex)
    return np.diag([r1, r2, a, a]) + out @ inner


def model_T(T1, T2, eps, phi):
    return probabilities(network(T1, T2, eps, phi), COMMON)


def model_eff(T1, T2, eps, phi):
    T = model_T(T1, T2, eps, phi)
    return T[1, 0] if eps == 0 else solve_terminals(T)[1][0]


def average_law(T1, T2, eps):
    return 1 / (1 / T1 + 1 / T2 - 1 + eps / (2 - eps))


# General elimination, random multichannel conductors, no time reversal
rng = np.random.default_rng(5)
largest_asymmetry = 0.0
for _ in range(30):
    S = unitary_group.rvs(7, random_state=rng)
    T = probabilities(S, [[0, 1], [2, 3, 4], [5, 6]])
    V, I = solve_terminals(T)
    largest_asymmetry = max(largest_asymmetry, abs(T[1, 0] - T[0, 1]))
    assert abs(I[0] - probe_formula(T)) < 1e-11
    assert abs(I[0] + I[1]) < 1e-11 and abs(I[2]) < 1e-11
    assert abs(V[2] - T[2, 0] / (T[2, 0] + T[2, 1])) < 1e-11
    exchanged = T[0, 1] + T[0, 2] * T[2, 1] / (T[2, 0] + T[2, 1])
    assert abs(I[0] - exchanged) < 1e-11
    assert abs((T[1, 0] - T[0, 1]) - (T[0, 2] - T[2, 0])) < 1e-11
    assert abs((T[1, 0] - T[0, 1]) - (T[2, 1] - T[1, 2])) < 1e-11
assert largest_asymmetry > 0.05

# Chiral conductor 1 -> 3 -> 2 -> 1: T21 = 0, yet no series law
chiral = np.array([[0, 1, 0], [0, 0, 1], [1, 0, 0]], float)
chiral_eff = solve_terminals(chiral)[1][0]
chiral_series = 1 / (1 / chiral[2, 0] + 1 / chiral[1, 2])
assert abs(chiral_eff - 1) < 1e-12 and abs(chiral_eff - chiral_series) > 0.4

# Barrier model: unitarity, probabilities, closed form
for _ in range(40):
    A, B, eps = rng.uniform(0.05, 0.95, 3)
    phi = rng.uniform(0, 2 * np.pi)
    S = network(A, B, eps, phi)
    assert np.allclose(S.conj().T @ S, np.eye(4), atol=1e-11)
    T = probabilities(S, COMMON)
    q, rho = 1 - eps, np.sqrt((1 - A) * (1 - B))
    D = 1 + (q * rho)**2 - 2 * q * rho * np.cos(phi)
    assert abs(T[1, 0] - q * A * B / D) < 1e-10
    assert abs(T[2, 0] - eps * A * (1 + q * (1 - B)) / D) < 1e-10
    assert abs(T[2, 1] - eps * B * (1 + q * (1 - A)) / D) < 1e-10
    closed = (1 - (q * rho)**2) / D * average_law(A, B, eps)
    assert abs(solve_terminals(T)[1][0] - closed) < 1e-10

# Worked parameters
T1, T2, eps0, phi0, bias = 0.4, 0.6, 0.3, 0.0, 1e-3
rho = np.sqrt((1 - T1) * (1 - T2))
series = T1 * T2 / (T1 + T2)
phases = 2 * np.pi * np.arange(128) / 128
table = []
for eps in (0.0, 0.1, 0.3, 0.5, 0.8, 1.0):
    mean = np.mean([model_eff(T1, T2, eps, x) for x in phases])
    assert abs(mean - average_law(T1, T2, eps)) < 1e-10
    table.append([eps] + [model_eff(T1, T2, eps, x)
                          for x in (0, np.pi / 2, np.pi)] + [mean])

# Both limits at several phases; slope at full absorption
for phi in (0.0, 1.0, np.pi / 2, np.pi):
    coherent = T1 * T2 / (1 + rho**2 - 2 * rho * np.cos(phi))
    assert abs(model_eff(T1, T2, 0, phi) - coherent) < 1e-11
    assert abs(model_eff(T1, T2, 1e-6, phi) - coherent) < 1e-5
    assert abs(model_eff(T1, T2, 1, phi) - series) < 1e-11
    d = 1e-3
    f = [np.log(model_eff(T1, T2, 1 - k * d, phi)) for k in range(3)]
    slope = (3 * f[0] - 4 * f[1] + f[2]) / (2 * d)
    assert abs(slope + 2 * (rho * np.cos(phi) + series)) < 1e-4
resonant = [model_eff(T1, T2, x, 0) for x in np.linspace(0, 1, 101)]
assert np.all(np.diff(resonant) < 0)
peak = minimize_scalar(lambda x: -model_eff(T1, T2, x, np.pi / 2),
                       bounds=(0.01, 0.999), method="bounded")
assert -peak.fun > series + 1e-3
assert -peak.fun > model_eff(T1, T2, 0, np.pi / 2) + 1e-3

# Separate probes for the two directions: phase lost, direction kept
for phi in (0.0, 1.3):
    P = probabilities(network(T1, T2, 1, phi), SEPARATE)
    directional = solve_terminals(P)[1][0]
    assert abs(1 / directional - (1 / T1 + 1 / T2 - 1)) < 1e-10

# One-channel probe on a resonant level
level = []
for g3 in (0.5, 2.0, 20.0, 2000.0):
    widths = np.array([1.0, 1.0, g3])
    w = np.sqrt(widths)
    S = np.eye(3) - 1j * np.outer(w, w) / (0.5j * widths.sum())
    T = abs(S)**2
    value = solve_terminals(T)[1][0]
    assert abs(value - 4 / (2 * (2 + g3))) < 1e-10
    level.append((g3, value, T[2, 0] + T[2, 1]))
assert level[-1][1] < 2e-3

# Finite bias at zero temperature: energy shifts phi; bias in phase units
nodes, weights = np.polynomial.legendre.leggauss(8)


def window(i, j, low, high, centre):
    x = 0.5 * (high + low) + 0.5 * (high - low) * nodes
    values = [model_T(T1, T2, eps0, centre + y)[i, j] for y in x]
    return 0.5 * (high - low) * np.dot(weights, values)


deviation = []
for u in (0.1, 0.01):
    lo, hi, c = -u / 2, u / 2, 0.7
    mu3 = brentq(lambda m: window(2, 0, m, hi, c) - window(2, 1, lo, m, c),
                 lo, hi, xtol=1e-14)
    flux = window(1, 0, lo, hi, c) + window(1, 2, lo, mu3, c)
    deviation.append(abs(flux / u - probe_formula(model_T(T1, T2, eps0, c))))
assert deviation[1] < 1e-3 and deviation[1] < 0.2 * deviation[0]

# Printed example
T = model_T(T1, T2, eps0, phi0)
V, I = solve_terminals(T)
print(f"G0 = 2e^2/h = {G0*1e6:.4f} microsiemens")
print(f"barriers T1 = {T1}, T2 = {T2}; rho = {rho:.5f}")
print(f"worked point: eps = {eps0}, phi = {phi0} rad, V1 = {bias*1e3} mV, V2 = 0")
print(f"T21 = {T[1,0]:.5f}, T12 = {T[0,1]:.5f}")
print(f"T31 = {T[2,0]:.5f}, T13 = {T[0,2]:.5f}")
print(f"T32 = {T[2,1]:.5f}, T23 = {T[1,2]:.5f}")
print(f"probe voltage V3 = {V[2]*bias*1e3:.5f} mV")
print(f"probe-assisted part of T_eff = {I[0]-T[1,0]:.5f}")
print(f"T_eff = {I[0]:.5f}")
print(f"conductance = {I[0]*G0*1e6:.3f} microsiemens")
print(f"I1 = {I[0]*G0*bias*1e9:.3f} nA, I2 = {I[1]*G0*bias*1e9:.3f} nA")
print(f"size of I3 below 1e-12 nA: {abs(I[2])*G0*bias*1e9 < 1e-12}")
print("T_eff table: eps, phi=0, phi=pi/2, phi=pi, phase average")
for row in table:
    print(f"  {row[0]:.1f}  " + "  ".join(f"{x:.5f}" for x in row[1:]))
print(f"series value T1*T2/(T1+T2) = {series:.5f}")
print(f"phi=pi/2: maximum T_eff = {-peak.fun:.5f} at eps = {peak.x:.3f}")
for name, phi in (("0", 0), ("pi/2", np.pi / 2), ("pi", np.pi)):
    print(f"d ln T_eff/d eps at eps=1, phi={name}: "
          f"{-2*(rho*np.cos(phi)+series):.4f}")
kilo = 1 / (G0 * 1e3)
print(f"barrier 1 resistance = {kilo/T1:.3f} kilohm")
print(f"barrier 2 resistance = {kilo/T2:.3f} kilohm")
print(f"resistance at eps=1 = {kilo/model_eff(T1,T2,1,0):.3f} kilohm")
print(f"coherent resistance, phi=0: {kilo/model_eff(T1,T2,0,0):.3f} kilohm")
print(f"coherent resistance, phi=pi: {kilo/model_eff(T1,T2,0,np.pi):.3f} kilohm")
print(f"one unit 1/G0 = {kilo:.3f} kilohm")
print(f"separate directional probes, eps=1: T_eff = {directional:.5f}, "
      f"resistance = {kilo/directional:.3f} kilohm")
print(f"chiral case: T_eff = {chiral_eff:.3f}, naive series = {chiral_series:.3f}")
print("resonant level, Gamma1=Gamma2=1: Gamma3, T_eff, T31+T32")
for g3, value, absorbed in level:
    print(f"  {g3:.1f}  {value:.5f}  {absorbed:.5f}")
print(f"finite-bias deviation of T_eff: {deviation[0]:.2e} (bias 0.1 rad), "
      f"{deviation[1]:.2e} (bias 0.01 rad)")
print("tests ok")
```

Printed output:

```
G0 = 2e^2/h = 77.4809 microsiemens
barriers T1 = 0.4, T2 = 0.6; rho = 0.48990
worked point: eps = 0.3, phi = 0.0 rad, V1 = 1.0 mV, V2 = 0
T21 = 0.38912, T12 = 0.38912
T31 = 0.35577, T13 = 0.35577
T32 = 0.59202, T23 = 0.59202
probe voltage V3 = 0.37537 mV
probe-assisted part of T_eff = 0.22222
T_eff = 0.61134
conductance = 47.368 microsiemens
I1 = 47.368 nA, I2 = -47.368 nA
size of I3 below 1e-12 nA: True
T_eff table: eps, phi=0, phi=pi/2, phi=pi, phase average
  0.0  0.92235  0.19355  0.10812  0.31579
  0.1  0.80056  0.20951  0.12053  0.31063
  0.3  0.61134  0.23617  0.14635  0.29912
  0.5  0.47109  0.25337  0.17328  0.28571
  0.8  0.31754  0.25591  0.21431  0.26087
  1.0  0.24000  0.24000  0.24000  0.24000
series value T1*T2/(T1+T2) = 0.24000
phi=pi/2: maximum T_eff = 0.25858 at eps = 0.677
d ln T_eff/d eps at eps=1, phi=0: -1.4598
d ln T_eff/d eps at eps=1, phi=pi/2: -0.4800
d ln T_eff/d eps at eps=1, phi=pi: 0.4998
barrier 1 resistance = 32.266 kilohm
barrier 2 resistance = 21.511 kilohm
resistance at eps=1 = 53.777 kilohm
coherent resistance, phi=0: 13.993 kilohm
coherent resistance, phi=pi: 119.373 kilohm
one unit 1/G0 = 12.906 kilohm
separate directional probes, eps=1: T_eff = 0.31579, resistance = 40.870 kilohm
chiral case: T_eff = 1.000, naive series = 0.500
resonant level, Gamma1=Gamma2=1: Gamma3, T_eff, T31+T32
  0.5  0.80000  0.64000
  2.0  0.50000  1.00000
  20.0  0.09091  0.33058
  2000.0  0.00100  0.00399
finite-bias deviation of T_eff: 4.16e-05 (bias 0.1 rad), 4.18e-07 (bias 0.01 rad)
tests ok
```
